# Semilocal functionals, relaxed structures and tunnelling leakage in monolayer channels

## Question

I am modelling the off-state current of a transistor with a monolayer semiconductor channel and a gate about 3 nm long. I relaxed the channel with a semilocal functional, and the bond lengths look good to a percent or two. I planned to pass the Hamiltonian from the same calculation to a quantum-transport code. If the functional describes the bonding well enough to place the atoms, should its leakage current not be about as reliable? And if only the gap is too small, can I just correct the gap?

## Answer

Neither inference is safe. Relaxation and tunnelling use different information, and tunnelling puts its share into an exponent. How large the error becomes, and even its sign, depends on what else is held fixed.

### A good bond length with a poor gap

Relaxation needs the ground-state energy \(E_N(d)\) at fixed electron number \(N\). The fundamental gap is \(E_{N+1}+E_{N-1}-2E_N\), which involves two other electron numbers. A solvable bond shows how far the two can part. I use atomic units in the algebra.

Take two sites with hopping \(t\), on-site repulsion \(U\) and two electrons. One electron has energy \(E_1=-t\). Three electrons are one hole on a doubly filled pair, so \(E_3=U-t\). For two electrons, the covalent singlet (energy 0) couples to the even ionic state (energy \(U\)) with strength \(2t\), hence

\[
E_2=\tfrac12\left(U-\sqrt{U^2+16t^2}\right),\qquad
E_3+E_1-2E_2=\sqrt{U^2+16t^2}-2t .
\]

As a stand-in for a semilocal functional, use a local mean field with potential \(Un_i/2\) on site \(i\). By symmetry \(n_i=1\), the levels are \(U/2\mp t\), the energy is \(-2t+U/2\), and the orbital gap is \(2t\). This is the gap contained in the Hamiltonian that a transport code receives. Energy differences of the same mean field would give \(2t+U/4\) here, which is close to the exact gap. The extra term arises because the added charge is confined to two sites. Spread evenly over \(M\) sites it costs only \(U/(2M)\), so in an extended channel this correction vanishes and the orbital gap is what remains.

Now let the bond relax, with \(t=t_0e^{-\alpha(d-d_0)}\) and a core repulsion \(Be^{-\beta(d-d_0)}\). Since \(dE_2/dt=-8t/\sqrt{U^2+16t^2}\equiv-2f\) and \(dt/dd=-\alpha t\), zero force means

\[
2\alpha f t=\beta B e^{-\beta(d-d_0)},\qquad f=\frac{4t}{\sqrt{U^2+16t^2}} .
\]

The mean field has \(f=1\). Choosing \(\beta B=2\alpha t_0\) puts its minimum at \(d_0\), and the exact condition becomes \(f=e^{-(\beta-\alpha)(d-d_0)}\). The bond-length error is therefore \(\ln(1/f)/(\beta-\alpha)\), with \(f\) taken at the exact bond length. A steep repulsion keeps it small.

With \(U=4.0\) eV, \(t_0=2.0\) eV, \(d_0=1.5\) Å, \(\alpha=1.0\) and \(\beta=6.0\) Å⁻¹, the bond lengths are 1.523 Å (exact) and 1.500 Å (mean field), an error of 1.5% of the exact value. The exact fundamental gap is 4.87 eV and the mean-field orbital gap is 4.00 eV, an error of 18%.

The structure is not the cause. At the exact bond length and with the exact density, a non-interacting model with the same hopping must have equal site potentials. Its gap is then \(2t=3.91\) eV, still 0.96 eV short. What is missing is the jump of the potential when an electron is added.

### The decay constant

Near the gap, describe the channel by two bands with edges \(E_c\) and \(E_v\), gap \(G=E_c-E_v\) and band velocity \(v\):

\[
H=\begin{pmatrix}E_c& vk\\ vk&E_v\end{pmatrix},\qquad (E-E_c)(E-E_v)=v^2k^2 .
\]

At a depth \(\phi=E_c-E\) below the conduction edge, the left side is \(-\phi(G-\phi)\). Inside the gap it is negative, so \(k=i\kappa\) with

\[
\kappa=\frac{\sqrt{\phi(G-\phi)}}{v}.
\]

Just above the conduction edge \(E-E_c\approx v^2k^2/G\), so the mass is \(m=G/(2v^2)\). Eliminating \(v\) gives \(\kappa^2=2m\phi(1-\phi/G)\).

Differentiating \(v^2\kappa^2=\phi(G-\phi)\) at fixed \(v\) gives

\[
\frac{\partial\kappa}{\partial G}=\frac{\phi}{2v^2\kappa},\qquad
\frac{\partial\kappa}{\partial\phi}=\frac{G-2\phi}{2v^2\kappa}.
\]

At fixed mass, the first derivative is instead \(m\phi^2/(\kappa G^2)=\phi^2/(2v^2\kappa G)\), smaller by the factor \(\phi/G\). The same gap correction thus has different effects depending on whether it leaves the velocity or the mass unchanged. The alignment derivative vanishes at midgap and changes sign there.

### From decay constant to transmission

Let the barrier occupy \(0<x<L\), with leads of the same material. Replacing \(k\) by \(-i\,d/dx\) for the wave \((a,b)\) gives

\[
-iv\,b'=(E-E_c)a,\qquad -iv\,a'=(E-E_v)b .
\]

In a lead, waves \(e^{\pm ikx}\) have \(b=\pm ra\), with \(r^2=(E-E_c)/(E-E_v)\) evaluated there. In the barrier define \(\rho^2=(E_c-E)/(E-E_v)\). The equations become \(a'=i\kappa b/\rho\) and \(b'=-i\kappa\rho a\). Let \(\tau\) be the transmitted amplitude at \(x=L\), so that \(a(L)=\tau\) and \(b(L)=r\tau\). With \(C=\cosh\kappa L\) and \(S=\sinh\kappa L\), integrating back to \(x=0\) gives

\[
a(0)=\tau\left(C-\frac{ir}{\rho}S\right),\qquad b(0)=\tau\left(rC+i\rho S\right).
\]

For reflected amplitude \(R\), the left lead requires \(a(0)=1+R\) and \(b(0)=r(1-R)\). The sum \(a(0)+b(0)/r=2\) removes \(R\):

\[
\frac1\tau=C+\frac i2S\left(\frac{\rho}{r}-\frac r\rho\right).
\]

The leads are identical, so \(T=|\tau|^2\). Using \(C^2=1+S^2\) and \(1+\frac14(y-1/y)^2=\frac14(y+1/y)^2\),

\[
T=\frac1{1+\frac14\sinh^2(\kappa L)\left(\rho/r+r/\rho\right)^2}
\;\longrightarrow\;
\frac{16}{(\rho/r+r/\rho)^2}\,e^{-2\kappa L}\quad(\kappa L\gg1).
\]

The prefactor does not depend on \(L\) and cannot exceed 4. An error \(\delta\kappa\) therefore changes the long-barrier exponent by \(-2L\,\delta\kappa\).

A transverse wave number \(q\) adds \(vq\sigma_y\) to the mass term \((G/2)\sigma_z\). A spinor rotation about \(\sigma_x\) combines them into \(\sqrt{G^2/4+v^2q^2}\,\sigma_z\). Because \(G\) and \(v\) are the same throughout the device, one rotation serves everywhere: the formula for \(T\) survives with an enlarged half gap, and \(\kappa^2\) becomes \(\kappa^2+q^2\).

In SI form, with a spin and valley factor \(g\), the current per width is

\[
\frac IW=\frac{ge}{h}\int dE\int\frac{dq}{2\pi}\,T(E,q)\,[f_S(E)-f_D(E)] .
\]

### Numbers for a 3 nm gate

I take round model inputs: a semilocal gap of 1.6 eV, a reference gap of 2.1 eV, \(\hbar v=0.35\) eV nm, \(L=3.0\) nm, 300 K, \(g=4\) and a drain bias of 0.05 V. The source Fermi level is 0.10 eV above the lead conduction edge and \(\phi=0.50\) eV below the channel edge. For the semilocal input,

\[
\kappa=\frac{\sqrt{0.50\times1.10}}{0.35}=2.119\ \text{nm}^{-1},\qquad 2\kappa L=12.71 .
\]

With the larger gap and the same \(v\), \(\kappa=\sqrt{0.50\times1.60}/0.35=2.556\) nm⁻¹ and \(2\kappa L=15.33\). In the table, \(\phi\) and \(2\kappa L\) refer to the source Fermi level, and \(I\) is the full integral. The drain bias enters only through the Fermi functions; the barrier is kept flat. A linear drop of 0.05 V across it would raise \(T_A\) at the Fermi level by a factor of about 1.5.

| Input | \(\phi\) (eV) | \(2\kappa L\) | \(I\) (nA/µm) | \(I_A/I\) |
|---|---|---|---|---|
| A: semilocal | 0.50 | 12.71 | 5.94 | 1 |
| B: gap corrected, \(v\) held | 0.50 | 15.33 | 0.582 | 10 |
| C: gap corrected, mass held | 0.50 | 13.38 | 3.53 | 1.7 |
| D: as B, edge raised | 0.75 | 17.25 | 0.0482 | 123 |
| E: as A, edge raised | 0.75 | 13.69 | 1.19 | 5.0 |
| F: as B, edge lowered | 0.25 | 11.66 | 74.3 | 0.08 |

Rows B and C answer your last question. The same 0.5 eV gap correction lowers the leakage by a factor of 10 or of 1.7, depending on whether velocity or mass is preserved. Correcting the gap without knowing the bands around it leaves the result undetermined.

Rows D and F use the same gap and velocity, but the channel edge moves by 0.25 eV in opposite directions relative to the source Fermi level. Relative to D, the semilocal input overestimates leakage 123 times; relative to F, it gives just 8% of the current. A gap that is too small does not by itself fix the sign of the leakage error.

The exponent alone would give ratios of 13.7 for B and 2.65 for E. The prefactor accounts for most of the difference in E: it falls from 1.62 to 0.94, and \(2.65\times1.62/0.94\approx4.6\). The average over \(E\) and \(q\) supplies the rest.

### When the channel is longer

Electrons can also pass over the barrier, with a thermal weight of about \(e^{-\phi/k_BT}\). Equating this with \(e^{-2\kappa L}\) gives a crossover length

\[
L_\times\approx\frac{\phi}{2\kappa k_BT}=\frac{0.50}{2\times2.119\times0.02585}=4.6\ \text{nm}
\]

for input A. For F the same estimate is 2.5 nm. The estimate omits the prefactors and is only rough: at 3 nm most of the current in F still flows below the channel edge, although the part above it is no longer negligible. The tunnelling exponent alone would give \(I_A/I=0.35\) for that row. The larger prefactor of F lowers the transmission ratio at the Fermi level to 0.19, and the average over \(E\) and \(q\), which includes thermally excited electrons, lowers the current ratio to 0.08.

At 10 nm, 99.9% of the current in case A flows at energies above the channel edge. The ratio \(I_A/I_B\) is then 0.90: with \(\phi\) held fixed, the gap error has lost its exponential effect. The alignment error has not. \(I_A/I_D\) is \(1.59\times10^4\), close to \(e^{0.25/0.02585}=1.58\times10^4\). Agreement this close is partly accidental, since the gap change alone contributes the factor 0.90. If the gate is retuned to restore the same \(\phi\), this alignment contribution disappears, but the differences between A, B and C remain: at 3 nm they are those of the table, while at 10 nm \(I_A\) is only 10% below \(I_B\).

### How this compares with a real device

The gaps and the edge mass of 0.50 electron masses in case A are of the order found for monolayer MoS₂; other monolayers can differ considerably. A 3 nm gate is at the extreme short end. The lead filling means \(k_F^2=0.10\times1.70/0.35^2=1.39\) nm⁻², or a density \(gk_F^2/4\pi\) of about \(4\times10^{13}\) cm⁻² in case A, which is heavy doping. The table holds the filling at 0.10 eV in every row, so the heavier mass of B means a lead density about 30% higher. Holding the density at 300 K fixed instead gives \(I_A/I_B\) of about 13 rather than 10, while \(I_A/I_C\) stays near 1.7. Real barriers are not abrupt. Take edges of the form \(\tanh(x/w)\) with \(w=0.5\) nm, a 10–90% width of 1.1 nm. If the width at half height is kept at 3 nm, the forbidden region at the Fermi level grows to 3.8 nm, \(T_A\) there falls from \(4.9\times10^{-6}\) to \(1.9\times10^{-6}\), and \(T_A/T_B\) is 14 instead of 13; the peak lateral field is then 6 MV/cm, which is high. If instead the forbidden region at the Fermi level is kept at 3 nm, \(T_A\) rises to \(5.7\times10^{-5}\) and \(T_A/T_B\) falls to about 7. Whether rounding raises or lowers the leakage depends on which length is held. Drain bias matters more: a linear drop of 0.5 V across the barrier raises \(T_A\) 33-fold and reduces \(T_A/T_B\) to 5.3. Interband tunnelling stays closed there by 0.5 eV in case A. If surrounding dielectrics reduce the reference gap by 0.2 eV at fixed \(v\) and \(\phi\), \(I_A/I_B\) falls from 10 to 4.2. With the original reference gap of 2.1 eV but at 400 K, the ratio is 7.4. Phonon-assisted tunnelling, defects, other valleys and leakage through the gate insulator are outside this model.

### What to do with your calculation

You can keep the semilocal geometry if its lattice constants and bond lengths have been checked for your material. For transport, obtain the gap, the band dispersion near both edges and the alignment with the contacts from a method suited to excitation energies, such as \(GW\) or a hybrid functional validated for that material, and include the dielectric surroundings of the device. Then compare \(\kappa(E)\) at the operating Fermi level before and after the correction. If \(2L\,|\delta\kappa|\) is not well below one in a tunnelling-dominated channel, the semilocal leakage is not quantitatively reliable. A small value is not sufficient by itself, because the prefactor and the energy dependence of \(T\) also change with the gap and the alignment; compare the integrated current as well. Once the channel is long enough for current over the barrier to dominate with both the uncorrected and the corrected input, compare the error in \(\phi\) with \(k_BT\) instead. Near the crossover length the gap error can still matter: at 5 nm, \(I_A/I_B\) is about 2 even though \(\phi\) is the same.

The numerical output below lists most of the values used here.

## Table of computed values

```
Bond: U 4.0 eV, t 2.0 eV at 1.5 angstrom
Bond: alpha 1.0, beta 6.0 1/angstrom, B 0.6667 eV
Bond length exact 1.5233, local 1.5000 angstrom
Bond-length error 1.53 percent
Hopping at exact bond length 1.9540 eV
Exact energies N=1,2,3: -1.9540, -2.3901, 2.0460 eV
Exact site density 1.0000 electrons
Gap exact 4.872, local 4.000 eV
Orbital gap with exact density and bond 3.908 eV
Gap error of local functional 17.9 percent
Device gaps: semilocal 1.6, reference 2.1 eV
hbar v 0.35 eV nm; with mass held 0.4010 eV nm
Barrier 0.50 eV, length 3.0 nm, T 300 K
Lead filling 0.10 eV, drain 0.05 V, degeneracy 4
Edge shift 0.25 eV; thermal energy 0.02585 eV
Edge mass at fixed v: 0.498, 0.653 m_e
dkappa/dgap 0.963, dkappa/dphi 1.156 1/(eV nm)
Largest lattice-formula difference 0.00 percent
Case: kappa (1/nm), 2 kappa L, T at Fermi level
  A semilocal: 2.119, 12.71, 4.89e-06
  B gap up, v held: 2.556, 15.33, 3.89e-07
  C gap up, mass held: 2.231, 13.38, 2.73e-06
  D gap up, edge up: 2.875, 17.25, 3.61e-08
  E edge up only: 2.281, 13.69, 1.07e-06
  F gap up, edge down: 1.943, 11.66, 2.61e-05
Case: current (nA/um), I_A/I, exponent-only ratio
  A semilocal: 5.94, 1, 1
  B gap up, v held: 0.582, 10.2, 13.7
  C gap up, mass held: 3.53, 1.69, 1.95
  D gap up, edge up: 0.0482, 123, 93.3
  E edge up only: 1.19, 4.99, 2.65
  F gap up, edge down: 74.3, 0.08, 0.348
Crossover length estimate 4.56 nm
Current share above channel edge, 3 nm: 1.16e-04
Current share above channel edge, 10 nm: 0.999
10 nm: I_A 0.000877 nA/um, I_A/I_B 0.900
10 nm: I_A/I_D 1.59e+04, thermal factor 1.58e+04
Rounded edges, width 0.5 nm: T_A 1.88e-06
Rounded edges: T_A/T_B 13.76, from action 13.62
Drain tilt 0.05 V: T_A/flat 1.45, T_A/T_B 11.60
Drain tilt 0.50 V: T_A/flat 32.84, T_A/T_B 5.26
Reference gap less 0.2 eV, v held: I_A/I 4.23
At 400 K: I_A 7.93 nA/um, I_A/I_B 7.42
Interband margin at 0.5 V drain: 0.50 eV
Peak field at rounded edge 6.0 MV/cm
```
